# Gaussian-process regression: posterior mean, variance and kernel ridge regression: a numerical check

```python
"""Gaussian-process (GP) regression and kernel ridge regression.

Result under test: for data y = f(x) + noise, with f a zero-mean GP of
covariance s_f^2 c(x,x') and independent noise of variance s_n^2,
  mean(x*) = k*^T (K + s_n^2 I)^-1 y,
  var(x*)  = s_f^2 - k*^T (K + s_n^2 I)^-1 k*,
where K = s_f^2 c(X,X) and k* = s_f^2 c(X,x*).  The mean equals the minimiser
of sum (y_i - g(x_i))^2 + lam ||g||_c^2 when lam = s_n^2 / s_f^2.
Energies are in hartree and distances in bohr, except in the two-point case,
which is dimensionless.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, fci


def correlation(a, b, length):
    a, b = np.atleast_1d(a), np.atleast_1d(b)
    return np.exp(-0.5 * ((a[:, None] - b[None, :]) / length) ** 2)


def gp_posterior(x, y, x_new, s_f, s_n, length):
    """Posterior mean and variance from the derived formulas."""
    data_cov = s_f**2 * correlation(x, x, length) + s_n**2 * np.eye(len(x))
    cross = s_f**2 * correlation(x, x_new, length)
    weights = np.linalg.solve(data_cov, cross)
    return weights.T @ y, s_f**2 - np.sum(cross * weights, axis=0), weights


# ---- Two data points: integrate prior times likelihood on a grid ----
toy_x, toy_new, toy_length = np.array([0.0, 1.0]), 0.4, 0.5


def posterior_by_quadrature(y, s_f, s_n):
    points = np.append(toy_x, toy_new)
    precision = np.linalg.inv(s_f**2 * correlation(points, points, toy_length))
    grid = s_f * np.linspace(-7, 7, 141)
    f = np.meshgrid(grid, grid, grid, indexing="ij", sparse=True)
    exponent = sum(precision[i, j] * f[i] * f[j]
                   for i in range(3) for j in range(3))
    exponent = exponent + ((y[0] - f[0])**2 + (y[1] - f[1])**2) / s_n**2
    density = np.exp(-0.5 * exponent).sum(axis=(0, 1))
    density /= density.sum()
    mean = density @ grid
    return mean, density @ (grid - mean) ** 2


toy_y = np.array([1.0, -0.5])
toy_sf, toy_sn = 1.0, 0.5
toy_mean, toy_var, toy_w = gp_posterior(toy_x, toy_y, toy_new,
                                        toy_sf, toy_sn, toy_length)
quad_mean, quad_var = posterior_by_quadrature(toy_y, toy_sf, toy_sn)
assert abs(quad_mean - toy_mean[0]) < 1e-6
assert abs(quad_var - toy_var[0]) < 1e-6
# The variance must not depend on the observed values.
_, other_var = posterior_by_quadrature(np.array([-0.3, 0.9]), toy_sf, toy_sn)
assert abs(other_var - quad_var) < 1e-6
# Doubling both scales at fixed data: same mean, four times the variance.
mean2, var2 = posterior_by_quadrature(toy_y, 2 * toy_sf, 2 * toy_sn)
assert abs(mean2 - quad_mean) < 1e-6 and abs(var2 - 4 * quad_var) < 1e-5

# ---- H2 interaction energies: full CI in the cc-pVDZ basis ----
BASIS = "cc-pvdz"
atom = gto.M(atom="H 0 0 0", basis=BASIS, spin=1, verbose=0)
core = atom.intor("int1e_kin") + atom.intor("int1e_nuc")
overlap = atom.intor("int1e_ovlp")
chol_inv = np.linalg.inv(np.linalg.cholesky(overlap))
atom_energy = np.linalg.eigvalsh(chol_inv @ core @ chol_inv.T)[0]


def interaction_energy(distance):
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {distance}", unit="Bohr",
                basis=BASIS, verbose=0)
    mean_field = scf.RHF(mol)
    mean_field.kernel()
    return fci.FCI(mean_field).kernel()[0] - 2 * atom_energy


assert abs(interaction_energy(20.0)) < 1e-5   # correct dissociation limit

s_f, s_n, length = 0.1, 0.002, 1.0
lam = s_n**2 / s_f**2
R = np.array([1.0, 1.5, 2.0, 2.5, 3.0, 4.0])
R_new = np.array([1.25, 3.5, 6.0, 10.0])
clean = np.array([interaction_energy(d) for d in R])
true_new = np.array([interaction_energy(d) for d in R_new])
rng = np.random.default_rng(7)
noisy = clean + s_n * rng.standard_normal(len(R))
mean, var, _ = gp_posterior(R, noisy, R_new, s_f, s_n, length)
sd = np.sqrt(var)


# ---- Ridge regression by direct minimisation, with extra centres ----
def ridge_by_minimisation(regulariser, x_eval):
    centres = np.concatenate([R, [1.25, 2.25, 3.5, 5.0]])
    gram = correlation(centres, centres, length)
    values, vectors = np.linalg.eigh(gram)
    root = (vectors * np.sqrt(np.clip(values, 0, None))) @ vectors.T
    matrix = np.vstack([correlation(R, centres, length),
                        np.sqrt(regulariser) * root])
    target = np.concatenate([noisy, np.zeros(len(centres))])
    coefficients = np.linalg.lstsq(matrix, target, rcond=None)[0]
    return correlation(x_eval, centres, length) @ coefficients


dense = np.linspace(0.8, 7.0, 125)
gp_dense = gp_posterior(R, noisy, dense, s_f, s_n, length)[0]
ridge_gap = np.max(np.abs(ridge_by_minimisation(lam, dense) - gp_dense))
assert ridge_gap < 1e-7
for factor in (0.5, 2.0):
    changed = ridge_by_minimisation(factor * lam, dense)
    assert np.max(np.abs(changed - gp_dense)) > 1e-5
wrong_lam = s_n / s_f
wrong_gap = np.max(np.abs(ridge_by_minimisation(wrong_lam, dense) - gp_dense))
assert wrong_gap > 1e-4
ridge_new = ridge_by_minimisation(lam, R_new)
wrong_new = ridge_by_minimisation(wrong_lam, R_new)
alpha = np.linalg.solve(correlation(R, R, length) + lam * np.eye(len(R)), noisy)

# ---- Mode of the posterior density of the values at the data points ----
# Values are written f = L v with v standard normal under the prior.
L = np.linalg.cholesky(s_f**2 * correlation(R, R, length))
v = np.linalg.lstsq(np.vstack([L / s_n, np.eye(len(R))]),
                    np.concatenate([noisy / s_n, np.zeros(len(R))]),
                    rcond=None)[0]
mean_at_data = gp_posterior(R, noisy, R, s_f, s_n, length)[0]
assert np.max(np.abs(L @ v - mean_at_data)) < 1e-9

# ---- Sampling from the prior: residual variance and correlation ----
draws, probe = 200000, 3.5
points = np.append(R, probe)
L_all = np.linalg.cholesky(s_f**2 * correlation(points, points, length))
f_all = rng.standard_normal((draws, len(points))) @ L_all.T
y_all = f_all[:, :-1] + s_n * rng.standard_normal((draws, len(R)))
_, probe_var, probe_w = gp_posterior(R, noisy, probe, s_f, s_n, length)
residual = f_all[:, -1] - y_all @ probe_w[:, 0]
sample_var = np.mean(residual**2)
assert abs(sample_var / probe_var[0] - 1) < 0.02    # sampling error 0.3 %
max_corr = max(abs(np.corrcoef(residual, y_all[:, i])[0, 1])
               for i in range(len(R)))
assert max_corr < 0.012                             # sampling error 0.002
new_obs_error = residual + s_n * rng.standard_normal(draws)
assert abs(np.mean(new_obs_error**2) / (probe_var[0] + s_n**2) - 1) < 0.02

# ---- Output ----
print("TWO-POINT CASE (dimensionless)")
print(f"x = {toy_x}, y = {toy_y}, x* = {toy_new}, length = {toy_length}")
print(f"s_f = {toy_sf}, s_n = {toy_sn}, lambda = {toy_sn**2 / toy_sf**2}")
print(f"c(x1,x2) = {correlation(0.0, 1.0, toy_length)[0, 0]:.6f}")
print("c(x1,x*), c(x2,x*) =",
      np.round(correlation(toy_x, toy_new, toy_length)[:, 0], 6))
print("weights on y1, y2 =", np.round(toy_w[:, 0], 6))
print(f"formula:    mean {toy_mean[0]:.6f}, variance {toy_var[0]:.6f}")
print(f"quadrature: mean {quad_mean:.6f}, variance {quad_var:.6f}")
print(f"both scales doubled: mean {mean2:.6f}, variance {var2:.6f}")
print("H2 PAIR POTENTIAL, full CI / cc-pVDZ")
print(f"H atom energy = {atom_energy:.6f} hartree")
print(f"s_f = {s_f} hartree, s_n = {s_n} hartree, length = {length} bohr")
print(f"lambda = s_n^2/s_f^2 = {lam:.6f} (no unit)")
print("R/bohr  clean/hartree  noisy/hartree  alpha/hartree")
for row in zip(R, clean, noisy, alpha):
    print("{:5.2f}  {:12.6f}  {:12.6f}  {:12.6f}".format(*row))
print("Predictions, hartree: R/bohr, GP mean, GP sd, ridge, clean value")
for row in zip(R_new, mean, sd, ridge_new, true_new):
    print("{:5.2f} {:11.6f} {:11.6f} {:11.6f} {:11.6f}".format(*row))
print("(GP mean - clean)/sd at these R =", np.round((mean - true_new) / sd, 2))
print(f"largest |ridge - GP mean|, 0.8 to 7 bohr = {ridge_gap:.1e} hartree")
print(f"wrong lambda = s_n/s_f = {wrong_lam:.4f} (no unit)")
print("ridge with wrong lambda at these R =", np.round(wrong_new, 6), "hartree")
print(f"largest |wrong ridge - GP mean| = {wrong_gap:.6f} hartree")
print(f"sampling at R = {probe} bohr, {draws} draws:")
print(f"  residual sd {np.sqrt(sample_var):.6f} hartree,"
      f" formula {np.sqrt(probe_var[0]):.6f} hartree")
print(f"  largest |correlation| of residual with data = {max_corr:.4f}")
print(f"  sd for a new noisy observation = "
      f"{np.sqrt(probe_var[0] + s_n**2):.6f} hartree")
to_ev = physical_constants["Hartree energy in eV"][0]
print(f"at R = {R_new[0]} bohr: mean {mean[0] * to_ev:.4f} eV,"
      f" sd {sd[0] * to_ev:.4f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
TWO-POINT CASE (dimensionless)
x = [0. 1.], y = [ 1.  -0.5], x* = 0.4, length = 0.5
s_f = 1.0, s_n = 0.5, lambda = 0.25
c(x1,x2) = 0.135335
c(x1,x*), c(x2,x*) = [0.726149 0.486752]
weights on y1, y2 = [0.54515  0.330379]
formula:    mean 0.379960, variance 0.443327
quadrature: mean 0.379960, variance 0.443327
both scales doubled: mean 0.379960, variance 1.773309
H2 PAIR POTENTIAL, full CI / cc-pVDZ
H atom energy = -0.499278 hartree
s_f = 0.1 hartree, s_n = 0.002 hartree, length = 1.0 bohr
lambda = s_n^2/s_f^2 = 0.000400 (no unit)
R/bohr  clean/hartree  noisy/hartree  alpha/hartree
 1.00     -0.103873     -0.103871      1.682320
 1.50     -0.164456     -0.163859     -4.572297
 2.00     -0.132130     -0.132679      5.476241
 2.50     -0.088328     -0.090109     -3.893015
 3.00     -0.052319     -0.053228      1.422171
 4.00     -0.013847     -0.015831     -0.173399
Predictions, hartree: R/bohr, GP mean, GP sd, ridge, clean value
 1.25   -0.146117    0.002181   -0.146117   -0.157056
 3.50   -0.026198    0.006355   -0.026198   -0.027988
 6.00   -0.014524    0.097583   -0.014524   -0.000579
10.00   -0.000000    0.100000   -0.000000   -0.000001
(GP mean - clean)/sd at these R = [ 5.02  0.28 -0.14  0.  ]
largest |ridge - GP mean|, 0.8 to 7 bohr = 1.0e-13 hartree
wrong lambda = s_n/s_f = 0.0200 (no unit)
ridge with wrong lambda at these R = [-0.13665  -0.029191  0.001148  0.      ] hartree
largest |wrong ridge - GP mean| = 0.032772 hartree
sampling at R = 3.5 bohr, 200000 draws:
  residual sd 0.006349 hartree, formula 0.006355 hartree
  largest |correlation| of residual with data = 0.0048
  sd for a new noisy observation = 0.006662 hartree
at R = 1.25 bohr: mean -3.9761 eV, sd 0.0593 eV
ALL CHECKS PASSED
```
